\section*{Donor and acceptor occupation, and the degeneracy factors 2 and 4}

A semiconductor doped with $10^{15}$ donors per cubic centimetre is cooled to 40 K. Each donor has brought one electron more than the bonds of the crystal need. At this temperature some of these electrons move in the conduction band and the others are bound to their donors. The conductivity depends on how they divide. It is tempting to treat the donor as a level of energy $E_d$ and to fill it with the Fermi function, but that function describes independent electrons, and two electrons on one donor repel each other strongly. The occupation must therefore be found from the states of the whole donor.

Let the donors be so dilute that they do not influence one another. One donor exchanges electrons and energy with the rest of the crystal, which fixes the temperature $T$ and the chemical potential $E_F$. A state $s$ of the donor with energy $E_s$ and $N_s$ electrons then has probability
\begin{equation}
P_s=\frac{1}{Z}\,e^{-(E_s-N_sE_F)/kT},\qquad
Z=\sum_s e^{-(E_s-N_sE_F)/kT}.
\label{eq:Z}
\end{equation}
Differentiating $Z$ with respect to $E_F$ brings down a factor $N_s/kT$ in each term, so the mean number of electrons is
\begin{equation}
\langle N\rangle=\sum_s N_sP_s=kT\,\frac{\partial\ln Z}{\partial E_F}.
\label{eq:meanN}
\end{equation}

Consider a donor with one bound orbital, nondegenerate apart from spin. The ionized donor $D^+$ is a single state, whose energy is taken as zero. The neutral donor $D^0$ has energy $E_d$ and two states, spin up and spin down. The Pauli principle also allows a second electron of opposite spin. This makes the ion $D^-$, one state of energy $2E_d+U$, where $U$ is the cost of the repulsion. With $x=e^{(E_F-E_d)/kT}$ the sum is
\begin{equation}
Z=1+2x+x^2e^{-U/kT}.
\label{eq:Zdonor}
\end{equation}
Since $kT\,\partial x/\partial E_F=x$, equation (\ref{eq:meanN}) gives
\begin{equation}
\langle N\rangle=\frac{2x+2x^2e^{-U/kT}}{1+2x+x^2e^{-U/kT}}.
\end{equation}
For $U=0$ the denominator is $(1+x)^2$ and the numerator $2x(1+x)$, so that $\langle N\rangle=2x/(1+x)=2/(1+e^{(E_d-E_F)/kT})$. This is one Fermi function for each spin, as it must be for independent electrons. If instead the term with $U$ is negligible, $\langle N\rangle$ becomes the probability $f_D$ that the donor holds its one electron. Dividing numerator and denominator by $2x$,
\begin{equation}
f_D=\frac{2x}{1+2x}=\frac{1}{1+\frac12\,e^{(E_d-E_F)/kT}} .
\label{eq:fD}
\end{equation}

The factor $\frac12$ comes from two neutral states competing with one ionized state. At $E_F=E_d$ all three have equal weight and the occupation is $2/3$. Half filling occurs at $E_F=E_d-kT\ln2$: the spin entropy $k\ln2$ of the neutral donor lowers its free energy by $kT\ln2$. As $T\to0$ this shift vanishes and the occupation becomes a step at $E_d$.

Double occupancy is thus forbidden by energy and not by the Pauli principle. The condition follows from the last two terms of (\ref{eq:Zdonor}):
\begin{equation}
\frac{P(D^-)}{P(D^0)}=\frac{x^2e^{-U/kT}}{2x}=\frac12\,e^{(E_F-E_d-U)/kT}\ll1 .
\label{eq:Dminus}
\end{equation}
A large $U/kT$ is not enough if $E_F$ rises towards $E_d+U$. The size of $U$ can be calculated for a simple isotropic band of mass $m_c$ in a medium of dielectric constant $\varepsilon$. In Gaussian units the bound electron has the Hamiltonian $p^2/2m_c-e^2/\varepsilon r$. This is the hydrogen problem with $m\to m_c$ and $e^2\to e^2/\varepsilon$, so the binding energy is
\begin{equation}
E_b=E_c-E_d=\frac{m_ce^4}{2\varepsilon^2\hbar^2},
\label{eq:Eb}
\end{equation}
with $E_c$ the band edge. The same replacement turns the ion H$^-$ into $D^-$. From the energies assigned above, $U=E(D^-)+E(D^+)-2E(D^0)$. Diagonalizing the one- and two-electron problems in a finite Gaussian basis gives $-0.4998$ and $-0.5266$ hartree. Hence $U=-0.5266+2(0.4998)=0.473$ hartree, and since one hartree corresponds to $2E_b$, $U\approx0.95\,E_b$ in this basis (a more accurate H$^-$ energy, $-0.5277$ hartree, gives $0.94\,E_b$). The second electron is bound, but so weakly that the level $E_d+U$ lies just below the band edge.

An acceptor lacks one electron for the bonds. If it takes one from the valence band it becomes the ion $A^-$, and the missing electron is a hole in the band. If the hole is bound to the ion, the acceptor is neutral, $A^0$. The number of states of $A^0$ depends on the top of the valence band. In the common tetrahedral semiconductors this edge is built from $p$ orbitals, three in number, each with two spin states. Spin-orbit coupling $\lambda\,\mathbf L\cdot\mathbf S$ acts among these six states. With $\mathbf j=\mathbf L+\mathbf S$, squaring gives $\mathbf j^2=\mathbf L^2+\mathbf S^2+2\,\mathbf L\cdot\mathbf S$, so for $L=1$, $S=\frac12$
\begin{equation}
\mathbf L\cdot\mathbf S=\frac{\hbar^2}{2}\left[j(j+1)-2-\tfrac34\right]
=\begin{cases}+\frac12\hbar^2,& j=\frac32\ \text{(four states)},\\[2pt]
-\hbar^2,& j=\frac12\ \text{(two states)}.\end{cases}
\end{equation}
For $\lambda>0$ the quartet has the higher electron energy and forms the band edge. Its symmetry label is $\Gamma_8$. The two split-off states lie lower by $\frac32\lambda\hbar^2$. They are left out here, which requires this splitting to be much larger than both the binding energy and $kT$.

It remains to show that binding a hole to this edge gives a fourfold ground level, although the hole moves in a crystal without full rotational symmetry. The bound hole is described by four slowly varying envelope functions, one for each state of $j=\frac32$, and its Hamiltonian contains $4\times4$ matrices. Let $J_x,J_y,J_z$ be the spin-$\frac32$ matrices in units of $\hbar$. A Hermitian $4\times4$ matrix has 16 real coefficients. Under rotations the products $|m\rangle\langle m'|$ combine like two angular momenta $\frac32$, into tensors of rank 0, 1, 2 and 3 with $1+3+5+7=16$ components. These are the unit matrix, the $J_i$, and the symmetrized traceless products of two and of three $J_i$. Time reversal changes the sign of every $J_i$, so a matrix that is even under it has the form
\begin{equation}
M=c+\sum_{ij}q_{ij}J_iJ_j,\qquad q_{ij}=q_{ji}\ \text{real},\quad \sum_iq_{ii}=0 .
\label{eq:even}
\end{equation}

The kinetic energy near the edge is taken as quadratic in the momentum $\mathbf p$. Linear terms, which inversion symmetry would exclude, are neglected. As $p_ip_j$ is even under time reversal, it multiplies matrices of the form (\ref{eq:even}). Half-turns about the cubic axes reverse two components of both $\mathbf p$ and $\mathbf J$. They allow only terms in which each of the labels $x,y,z$ occurs an even number of times: $p_i^2J_k^2$, and $p_ip_j$ with $J_iJ_j$. Threefold rotations about $[111]$ permute the axes cyclically, and the reflections exchange two of them, so terms of the same type have equal coefficients. Finally $J_x^2+J_y^2+J_z^2=\frac{15}{4}$ removes the terms $p_i^2J_k^2$ with $k\ne i$ in favour of $p^2$ and $p_i^2J_i^2$. Three constants remain. In the customary notation, with hole energy counted positive downwards from the edge and the attraction of the ion added,
\begin{align}
H={}&\frac1m\Big[\big(\gamma_1+\tfrac52\gamma_2\big)\frac{p^2}{2}
-\gamma_2\sum_ip_i^2J_i^2
-2\gamma_3\sum_{i<j}p_ip_j\{J_i,J_j\}\Big]-\frac{e^2}{\varepsilon r},
\label{eq:Lutt}
\end{align}
where $\{A,B\}=\frac12(AB+BA)$. This is the Luttinger Hamiltonian with a Coulomb potential. To see what the constants mean, take $\mathbf p$ along $z$. The kinetic energy is then $(p^2/2m)(\gamma_1+\frac52\gamma_2-2\gamma_2m_J^2)$, that is, $(p^2/2m)(\gamma_1-2\gamma_2)$ for the heavy holes $m_J=\pm\frac32$ and $(p^2/2m)(\gamma_1+2\gamma_2)$ for the light holes $m_J=\pm\frac12$.

If $\gamma_2=\gamma_3=0$, the four components decouple. Each has the hydrogenic $1s$ ground state with mass $m/\gamma_1$, and the ground level is fourfold. The $1s$ function is unchanged by the symmetry operations of the site, so the quartet transforms as the four spinors alone. Now let $\gamma_2$ and $\gamma_3$ grow gradually. As long as no other level meets the quartet, its four states change continuously. At each small step the new states can be obtained by projecting the old ones onto the new four-dimensional space and orthonormalizing symmetrically. This procedure commutes with all symmetry operations, so these still act on the four states as on a spin $\frac32$.

Within the quartet the Hamiltonian is therefore a $4\times4$ matrix of the form (\ref{eq:even}) that is also invariant under the symmetry of the site. A half-turn about $x$ reverses $J_y$ and $J_z$, hence $q_{xy}=q_{xz}=0$. A half-turn about $y$ gives $q_{yz}=0$. The threefold rotation makes $q_{xx}=q_{yy}=q_{zz}$, and since their sum is zero, each vanishes. Only the constant $c$ is left, and the four states have one common energy. This proof used time reversal and only the rotations of the site. With the rotations alone time reversal cannot be dropped, because the symmetrized product of $J_x$, $J_y$ and $J_z$, which is odd under it, is unchanged by the half-turns and the threefold rotation. The reflections would exclude that term as well: the one that exchanges $x$ and $y$ sends the axial vector $(J_x,J_y,J_z)$ to $-(J_y,J_x,J_z)$ and so reverses the product.

The argument does not say whether another level has crossed below the quartet. For given parameters this has to be computed. With $\gamma_1=7$, $\gamma_2=2$, $\gamma_3=3$, round numbers that stand for no particular material, (\ref{eq:Lutt}) was diagonalized in Gaussian functions, with $s$ and $d$ envelopes for even states and $p$ and $f$ envelopes for odd ones. The natural energy unit is
\begin{equation}
R_h=\frac{me^4}{2\gamma_1\varepsilon^2\hbar^2},
\end{equation}
the binding energy for $\gamma_2=\gamma_3=0$. In this basis the lowest level lies at $-2.186\,R_h$ and is fourfold. The next lies at $-0.964\,R_h$ and is odd. The basis is not converged in angular momentum, because the cubic terms couple to higher envelopes: adding $g$ and $h$ envelopes lowers the two levels to $-2.26\,R_h$ and $-1.00\,R_h$, without changing their order or the degeneracy. The numbers below use the smaller basis. In it the $s$ envelope carries 74\% of the weight of the ground state and $d$ envelopes the rest (with $g$ envelopes the $s$ weight is 72\%), so the fourfold degeneracy does not rest on the envelope being nearly spherical.

The statistics of the acceptor can now be written down. Let $A^0$ have $N_0$ electrons and energy $E_0$ in each of its four states. $A^-$ has one electron more and energy $E_0+E_a$, which defines the acceptor level as $E_a=E(A^-)-E(A^0)$. It has no hole, so the valence states are filled and it is a single state. From (\ref{eq:Z}),
\begin{equation}
\frac{P(A^0)}{P(A^-)}=\frac{4\,e^{-(E_0-N_0E_F)/kT}}{e^{-[E_0+E_a-(N_0+1)E_F]/kT}}
=4\,e^{(E_a-E_F)/kT}.
\end{equation}
With these two charge states alone, $P(A^0)+P(A^-)=1$, and the ionized fraction is
\begin{equation}
f_{A^-}=\frac{1}{1+4\,e^{(E_a-E_F)/kT}} .
\label{eq:fA}
\end{equation}
The exponential is multiplied by 4 here, but by $\frac12$ in the donor formula, because (\ref{eq:fA}) gives the probability of the state without a bound particle. The probability that the hole is bound is
\begin{equation}
1-f_{A^-}=\frac{1}{1+\frac14\,e^{(E_F-E_a)/kT}},
\end{equation}
which is (\ref{eq:fD}) with 2 replaced by 4 and the energies reversed, as suits a hole. At $E_F=E_a$ four neutral states compete with one ionized state, and the ionized fraction is $1/5$. The ion $A^+$, with two bound holes, has been excluded. This is an assumption of the same kind as the neglect of $D^-$; the repulsion of two holes is not calculated here.

In a crystal doped with donors alone $E_F$ is not given but follows from neutrality. Let the band electrons be dilute enough for Boltzmann statistics, and neglect electrons excited across the gap. The density of band electrons is then $n=N_ce^{(E_F-E_c)/kT}$. Counting both spins and doing three equal Gaussian integrals gives
\begin{equation}
N_c=2\int\!\frac{d^3k}{(2\pi)^3}\,e^{-\hbar^2k^2/2m_ckT}
=2\left(\frac{m_ckT}{2\pi\hbar^2}\right)^{3/2}.
\end{equation}
From (\ref{eq:fD}), $(1-f_D)/f_D=\frac12e^{(E_d-E_F)/kT}$. Multiplying by $n$ removes the Fermi level:
\begin{equation}
n\,\frac{1-f_D}{f_D}=\frac{N_c}{2}\,e^{-E_b/kT}\equiv K .
\end{equation}
Every band electron has left an ionized donor behind, so for donor density $N_d$ we have $1-f_D=n/N_d$ and $f_D=(N_d-n)/N_d$. Hence
\begin{equation}
\frac{n^2}{N_d-n}=K,\qquad n=\frac{-K+\sqrt{K^2+4KN_d}}{2},
\label{eq:n}
\end{equation}
where the positive root of $n^2+Kn-KN_d=0$ has been taken. For $K\gg N_d$ all donors are ionized and the degeneracy factor no longer matters. For $K\ll N_d$ the density is $n\approx\sqrt{KN_d}$, which is inversely proportional to the square root of that factor.

The same law follows without a Fermi level. Let a volume $V$ contain $N$ donors, $\nu$ of them ionized. The ionized ones can be chosen in $\binom N\nu$ ways, each neutral one has two spin states and the Boltzmann factor $e^{E_b/kT}$, and the $\nu$ band electrons contribute $(N_cV)^\nu/\nu!$. The statistical weight is
\begin{equation}
W_\nu=\binom N\nu\,2^{N-\nu}e^{(N-\nu)E_b/kT}\,\frac{(N_cV)^\nu}{\nu!}.
\end{equation}
The most probable $\nu$ is found where successive weights are equal:
\begin{equation}
\frac{W_{\nu+1}}{W_\nu}=\frac{N-\nu}{\nu+1}\cdot\frac{e^{-E_b/kT}}{2}\cdot\frac{N_cV}{\nu+1}=1 .
\end{equation}
For large numbers $\nu+1\approx\nu$, and with $n=\nu/V$, $N_d=N/V$ this is (\ref{eq:n}).

For acceptors of density $N_a$ the steps are the same with holes in place of electrons, 4 in place of 2, and $E_b$ now equal to $E_a-E_v$, where $E_v$ is the valence band edge:
\begin{equation}
\frac{p^2}{N_a-p}=\frac{N_v}{4}\,e^{-E_b/kT},\quad
N_v=\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}
\Big\langle\sum_{s=1}^4\Big(\frac{m_s}{m}\Big)^{3/2}\Big\rangle .
\label{eq:p}
\end{equation}
The brackets denote the average over directions of $\mathbf k$. Along each direction the four valence states have definite masses $m_s$, and the radial integral is that of an isotropic band with the same mass.

For numbers take $\varepsilon=12$, $T=40$ K, so that $kT=3.447$ meV, and a doping of $10^{15}$ cm$^{-3}$ in either case. A donor band with $m_c=0.3\,m$ has $E_b=28.35$ meV from (\ref{eq:Eb}) and $N_c=2.008\times10^{17}$ cm$^{-3}$. Then
\begin{equation}
K=\tfrac12(2.008\times10^{17})\,e^{-28.35/3.447}\ \text{cm}^{-3}\approx2.69\times10^{13}\ \text{cm}^{-3},
\end{equation}
and (\ref{eq:n}) gives $n=1.51\times10^{14}$ cm$^{-3}$: 15\% of the donors are ionized. The Fermi level lies 24.8 meV below the band edge, which is 3.6 meV above $E_d$. Inserted in (\ref{eq:fD}) this gives $f_D=1/(1+\frac12e^{-3.558/3.447})=0.85$, as it should. With a factor 1 in place of 2, $n$ would come out as $2.07\times10^{14}$ cm$^{-3}$, which is 37\% above the correct value for this model.

For the acceptor $R_h=13.50$ meV, and the level at $-2.186\,R_h$ means a binding energy of 29.5 meV. A larger basis can only increase this value (with $g$ envelopes it becomes 30.5 meV) within the model, which omits the split-off band and the short-range potential of the impurity atom. With $N_v=6.50\times10^{17}$ cm$^{-3}$ the right-hand side of the first equation in (\ref{eq:p}) is
\begin{equation}
\tfrac14(6.50\times10^{17})\,e^{-29.50/3.447}\ \text{cm}^{-3}\approx3.12\times10^{13}\ \text{cm}^{-3},
\end{equation}
and $p=1.62\times10^{14}$ cm$^{-3}$ (a binding energy of 30.5 meV would give about $1.4\times10^{14}$ cm$^{-3}$, so this density illustrates the formula and is not a converged value for the model). The Fermi level lies 0.9 meV below $E_a$, and 16\% of the acceptors are ionized. The donor factor 2, wrongly used here, would give $2.20\times10^{14}$ cm$^{-3}$, 36\% too many holes. The numerical check tests both densities against the sum over $\nu$ at fixed particle number.

The neglected states can be weighed. For $D^-$, equation (\ref{eq:Dminus}) with $U=26.8$ meV gives $\frac12e^{(3.56-26.82)/3.447}\approx6\times10^{-4}$. Excited levels of the neutral impurity, of degeneracy $g_r$ and excitation energy $\Delta_r$, add to its weight, so that the factor 2 or 4 is replaced by
\begin{equation}
g_{\text{eff}}=g_0+\sum_rg_r\,e^{-\Delta_r/kT},\qquad g_0=2\ \text{or}\ 4 .
\label{eq:geff}
\end{equation}
Counting the levels bound by more than $kT$, the correction relative to $g_0$ is 0.8\% for the donor and 1.6\% for the acceptor. The cut at $kT$ is a convention. For an isolated hydrogenic centre the sum over all shells diverges, because their degeneracy grows as the square of the shell number while the Boltzmann factor tends to a constant. That constant is $e^{-E_b/kT}$, about $3\times10^{-4}$ for the donor here. Relative to $g_0$, the $j$th shell contributes $j^2e^{-E_b(1-1/j^2)/kT}$, which is 0.8\%, 0.6\%, 0.7\% and 0.9\% for $j=2$ to 5. The cut at $kT$ keeps only $j=2$. A cut at $j=5$, where the orbits become as large as the distance between donors at this doping, gives 3\%. The correction is small either way, but its value depends on the cut. At higher temperature it is no longer small: for $kT=0.3\,E_b$ the shells $j=2$ and 3 together weigh about $0.8\,g_0$, although neither is then bound by more than $kT$, and $g_{\text{eff}}$ depends strongly on where the cut is placed.

Strain shows what happens when the tetrahedral symmetry is lost. Uniaxial strain along $z$ adds a term $\zeta(J_z^2-\frac54)$ to the hole energy. This equals $+\zeta$ for $m_J=\pm\frac32$ and $-\zeta$ for $m_J=\pm\frac12$, so the band edge splits by $2\zeta$. For $\zeta=0.05\,R_h$ that is 1.35 meV. The diagonalization shows the acceptor quartet split into two doublets, 0.72 meV apart with $s$ and $d$ envelopes (0.67 meV when $g$ envelopes are added). If $E_a$ is now defined with the lower doublet, (\ref{eq:geff}) gives, without the higher levels,
\begin{equation}
g_{\text{eff}}=2+2e^{-0.72/3.447}\approx3.6 .
\end{equation}
When $kT$ is large compared with the splitting the factor returns to 4, and when it is small the factor falls to 2. The number 4 thus belongs to an unstrained crystal, or to one warm enough for the splitting not to be resolved.

\section*{Computed results}
\begin{verbatim}
Donor occupancy at EF = Ed: 0.6667
Acceptor ionized fraction at EF = Ea: 0.2000
L.S eigenvalues (hbar^2): [-1.  -1.   0.5  0.5  0.5  0.5]
Temperature: 40 K, kT = 3.4469 meV
Dielectric constant: 12, doping: 1.0e+15 cm^-3
Donor band mass: 0.30 m
Donor binding energy: 28.345 meV
Conduction density Nc: 2.0075e+17 cm^-3
Donor EF - Ec: -24.788 meV
Donor EF - Ed: 3.558 meV
Donor occupancy: 0.8488
Electron density, factor 2: 1.5120e+14 cm^-3
Electron density, canonical sum: 1.5119e+14 cm^-3
Electron density, wrong factor 1: 2.0672e+14 cm^-3
One-electron energy in basis: -0.49982 hartree
Two-electron energy in basis: -0.52656 hartree
Repulsion U: 0.9462 donor Ry = 26.819 meV
D-/D0 population ratio: 5.86e-04
Donor excited shells bound by more than kT: [2]
Donor excited/ground weight: 0.0084
Luttinger gamma1,2,3: 7, 2, 3
Hole Rydberg: 13.498 meV
Hydrogenic limit, 1s level in basis: -0.99996 Ry_h
Lowest five even levels (Ry_h): [-2.18573 -2.18573 -2.18573 -2.18573 -0.64781]
Lowest five odd levels (Ry_h): [-0.96444 -0.96444 -0.96444 -0.96444 -0.61648]
Weight of s envelope in ground level: 0.7366
Virial ratio <V>/(2E): 0.99911
Acceptor binding energy: 29.502 meV
Band-edge strain splitting: 1.350 meV
Acceptor strain splitting: 0.720 meV
Strained effective factor: 3.623
Valence density Nv: 6.5000e+17 cm^-3
Acceptor EF - Ev: 28.607 meV
Acceptor EF - Ea: -0.895 meV
Acceptor ionized fraction: 0.1616
Hole density, factor 4: 1.6165e+14 cm^-3
Hole density, canonical sum: 1.6164e+14 cm^-3
Hole density, wrong factor 2: 2.2044e+14 cm^-3
Acceptor excited states bound by more than kT: 30
Acceptor excited/ground weight: 0.0164
\end{verbatim}
